\section*{Line energies of tensile and shear stacking walls in bilayer graphene}

\section{Scaling of the wall energy}

A stacking wall separates a region of AB-stacked bilayer graphene from a region of BA stacking. Across it, one sheet shifts relative to the other by a Burgers vector $\mathbf b$ of length $b=a/\sqrt3$, where $a$ is the lattice constant. In a tensile wall $\mathbf b$ is normal to the wall; in a shear wall it is parallel to the wall.

Suppose that the shift $s(x)$ runs straight along $\mathbf b$ and that one elastic modulus $K$ resists it. With $x$ normal to the wall and $V$ the stacking energy per area measured from AB, the energy per length of wall is
\begin{equation}
\sigma=\int_{-\infty}^{\infty}\left[\frac K4\left(\frac{ds}{dx}\right)^2+V(s)\right]dx .
\label{eq:one}
\end{equation}
The factor $1/4$ is derived below. Both $K$ and the saddle energy $V_{\rm SP}$ are energies per area, so dimensions alone allow $\sigma=bK f(V_{\rm SP}/K)$ with any function $f$. Rescaling fixes $f$. Put $s=bS$, $V=V_{\rm SP}v(S)$ and $x=b\sqrt{K/V_{\rm SP}}\,\xi$. Both terms in the bracket then carry the factor $V_{\rm SP}$, and
\begin{equation}
\sigma=b\sqrt{KV_{\rm SP}}\int_{-\infty}^{\infty}\left[\frac14\left(\frac{dS}{d\xi}\right)^2+v(S)\right]d\xi .
\label{eq:scaling}
\end{equation}
The minimum of the integral is a pure number, the same for both walls if both follow the same line through the stacking landscape. Their energy ratio is then the square root of the ratio of moduli. It remains to find the moduli and to show that the straight path has the lowest energy.

\section{The two elastic moduli}

The sheets are taken as flat, identical, linearly elastic and isotropic in their plane. Hexagonal symmetry gives this isotropy in linear elasticity. Let $E$ and $\nu$ be the two-dimensional Young modulus and Poisson ratio, and $N_{ij}$ the force per length in a sheet. Hooke's law reads
\begin{align}
E\varepsilon_{xx}&=N_{xx}-\nu N_{yy}, &
E\varepsilon_{yy}&=N_{yy}-\nu N_{xx}, \nonumber\\
N_{xy}&=\mu\,(2\varepsilon_{xy}), & \mu&=\frac{E}{2(1+\nu)} .
\label{eq:hooke}
\end{align}
The wall is infinitely long and isolated, and no remote stress acts. Displacements depend on $x$ alone, so $\varepsilon_{yy}=0$. The second relation gives $N_{yy}=\nu N_{xx}$, and the first becomes
\begin{equation}
N_{xx}=C\varepsilon_{xx},\qquad C=\frac{E}{1-\nu^2}.
\label{eq:C}
\end{equation}
The modulus is $C$ rather than $E$ because the material beside the wall prevents contraction along it. With $\varepsilon_{xx}=u_x'$ and $2\varepsilon_{xy}=u_y'$, a sheet stores the energy per area $\tfrac12Cu_x'^2+\tfrac12\mu u_y'^2$. The moduli satisfy
\begin{equation}
\frac C\mu=\frac{E}{(1-\nu)(1+\nu)}\,\frac{2(1+\nu)}{E}=\frac{2}{1-\nu}.
\label{eq:modratio}
\end{equation}

Now let $e_1$ and $e_2$ be the same component of $\mathbf u'$ in the two sheets, and $K$ the modulus belonging to it. The shift obeys $s'=e_1-e_2$. With the mean $m=(e_1+e_2)/2$, we have $e_1=m+s'/2$ and $e_2=m-s'/2$, so
\begin{equation}
\frac K2(e_1^2+e_2^2)=Km^2+\frac K4s'^2 .
\label{eq:share}
\end{equation}
The stacking energy does not contain $m$, and no remote force drives it. The minimum has $m=0$: the sheets carry opposite strains, and the coefficient $1/4$ in \eqref{eq:one} follows.

If one sheet is rigid instead, $e_2=0$ and $e_1=s'$, and the elastic term is $Ks'^2/2$. By \eqref{eq:scaling} both line energies rise by a factor $\sqrt2$, while their ratio is unchanged.

\section{Why the path is straight}

Let $p$ be the shift along $\mathbf b$ measured from AB, and $t$ the shift across $\mathbf b$. For either pure wall,
\begin{equation}
\sigma=\int\left[\frac{K}{4}p'^2+\frac{K_t}{4}t'^2+V(p,t)\right]dx,
\label{eq:two}
\end{equation}
with $(K,K_t)=(C,\mu)$ for the tensile wall and $(\mu,C)$ for the shear wall.

The simplest periodic stacking energy with the symmetry of the bilayer keeps the first star of reciprocal vectors. Measured from AA stacking, the shift along $\mathbf b$ is $X=b+p$. Define
\begin{equation}
\phi=\frac{2\pi X}{\sqrt3\,a},\qquad \tau=\frac{2\pi t}{a}.
\label{eq:phases}
\end{equation}
The three phases of the star are $\phi+\tau$, $\phi-\tau$ and $2\phi$. The sum of their cosines is $\cos2\phi+2\cos\phi\cos\tau$. On the line $\tau=0$ it equals $-3/2$ at AB ($\phi=2\pi/3$) and at BA ($\phi=4\pi/3$), and $-1$ at the saddle ($\phi=\pi$). Setting $V=0$ at AB and $V=V_{\rm SP}$ at the saddle gives
\begin{equation}
V=2V_{\rm SP}\left[\cos2\phi+2\cos\phi\cos\tau+\tfrac32\right].
\label{eq:V}
\end{equation}
Two properties are needed. First, $\cos2\phi=2\cos^2\phi-1$ allows the square to be completed:
\begin{equation}
V=2V_{\rm SP}\left[2\left(\cos\phi+\tfrac12\cos\tau\right)^2+\tfrac12\sin^2\tau\right]\ge0 .
\label{eq:positive}
\end{equation}
Second, subtracting the value at $t=0$ gives
\begin{equation}
V(p,t)-V(p,0)=-4V_{\rm SP}\cos\phi\,(1-\cos\tau)\ge0,\qquad 0\le p\le b,
\label{eq:trough}
\end{equation}
because $\cos\phi\le-1/2$ in this strip. The straight line from AB to BA is thus the floor of a trough.

Any wall contains a stretch on which $p$ runs from $0$ to $b$ inside the strip; its ends may lie at infinity. Outside this stretch the integrand of \eqref{eq:two} is not negative, by \eqref{eq:positive}. Inside it, dropping the transverse elastic term and using \eqref{eq:trough} lowers the energy or leaves it unchanged. With $V_0(p)=V(p,0)$, completing the square gives
\begin{align}
\sigma&\ge\int\left[\frac K4p'^2+V_0\right]dx \nonumber\\
&=\int\left[\left(\frac{\sqrt K}{2}p'-\sqrt{V_0}\right)^2+\sqrt{KV_0}\,p'\right]dx
\ge\int_0^b\sqrt{KV_0(p)}\,dp .
\label{eq:bound}
\end{align}
The bound is attained when
\begin{equation}
t=0,\qquad p'=2\sqrt{V_0(p)/K}.
\label{eq:profile}
\end{equation}
This equation has a solution running from AB at $x=-\infty$ to BA at $x=+\infty$, because $V_0$ vanishes quadratically at both ends. The straight path is therefore the global minimum for both pure walls, within the stacking energy \eqref{eq:V}.

The integral of $\sqrt{V_0}$ is common to the two walls. Equations \eqref{eq:bound} and \eqref{eq:modratio} give
\begin{equation}
\boxed{\frac{\sigma_{\rm tensile}}{\sigma_{\rm shear}}=\sqrt{\frac C\mu}=\sqrt{\frac{2}{1-\nu}}}\,.
\label{eq:ratio}
\end{equation}

The first-star form is sufficient but not necessary. The argument used $V\ge0$ and $V(p,t)\ge V(p,0)$; any stacking energy with these properties gives the same ratio. Relaxation of the sheet spacing at each registry can be absorbed in $V$.

Stability of a two-dimensional sheet requires $-1<\nu<1$. As $\nu\to-1$ at fixed $\mu$, the resistance to area change vanishes, $C\to\mu$, and the ratio tends to 1. As $\nu\to1$ at fixed $\mu$, the sheet resists area change ever more strongly. A tensile wall must change the area locally and a shear wall need not, so the ratio diverges.

\section{Energy and width}

On the straight path, \eqref{eq:V} becomes
\begin{equation}
V_0=V_{\rm SP}(4\cos^2\phi+4\cos\phi+1)=V_{\rm SP}(1+2\cos\phi)^2 .
\label{eq:V0}
\end{equation}
Between AB and BA the quantity $1+2\cos\phi$ is negative or zero, so the positive root is $\sqrt{V_0}=-\sqrt{V_{\rm SP}}\,(1+2\cos\phi)$. With $dp=(\sqrt3a/2\pi)\,d\phi$,
\begin{align}
\sigma&=-\sqrt{KV_{\rm SP}}\,\frac{\sqrt3a}{2\pi}
\Bigl[\phi+2\sin\phi\Bigr]_{2\pi/3}^{4\pi/3}\nonumber\\
&=\sqrt{KV_{\rm SP}}\,\frac{\sqrt3a}{2\pi}\left(2\sqrt3-\frac{2\pi}{3}\right)
=a\sqrt{KV_{\rm SP}}\left(\frac3\pi-\frac1{\sqrt3}\right).
\label{eq:sigma}
\end{align}

Define the width $W$ as $b$ divided by the largest slope. The slope \eqref{eq:profile} peaks at the saddle, where it is $2\sqrt{V_{\rm SP}/K}$, so
\begin{equation}
W=\frac b2\sqrt{\frac{K}{V_{\rm SP}}} .
\label{eq:width}
\end{equation}
The widths have the same ratio as the energies. A stiffer deformation is spread over a greater distance, which reduces its elastic cost but exposes more area to unfavourable stacking. At the optimum the two costs are equal at each $x$, by \eqref{eq:profile}.

The tails decide when a wall counts as isolated. Near AB put $\phi=2\pi/3+\delta$. Then $1+2\cos\phi\simeq-\sqrt3\,\delta$, and \eqref{eq:profile} gives $\delta'=(4\pi/a)\sqrt{V_{\rm SP}/K}\,\delta$. The decay length is $(a/4\pi)\sqrt{K/V_{\rm SP}}=(\sqrt3/2\pi)W\simeq0.28W$. Walls several widths apart therefore overlap weakly in this model.

\section{Worked example: a supported bilayer}

Take rough typical values for graphene: $a=0.246$ nm, $E=2100$ eV/nm$^2$, $\nu=0.17$ and $V_{\rm SP}=0.080$ eV/nm$^2$. Then
\begin{align}
C&=\frac{2100}{1-0.17^2}=2162.5\ \mathrm{eV/nm^2},&
\mu&=\frac{2100}{2(1.17)}=897.4\ \mathrm{eV/nm^2}.
\end{align}
The numerical factor in \eqref{eq:sigma} is $0.37758$, so
\begin{align}
\sigma_{\rm tensile}&=0.246(0.37758)\sqrt{2162.5(0.080)}=1.22\ \mathrm{eV/nm},\nonumber\\
\sigma_{\rm shear}&=0.246(0.37758)\sqrt{897.4(0.080)}=0.787\ \mathrm{eV/nm}.
\end{align}
These are line tensions of about 196 and 126 pN. Their ratio is $\sqrt{2/0.83}=1.55$. With $b=0.1420$ nm, \eqref{eq:width} gives widths of 11.7 nm and 7.5 nm. The peak $u'$ in each sheet is half the peak slope, $\sqrt{V_{\rm SP}/K}$: 0.61\% in tension or compression and 0.94\% in shear.

The assumptions of straightness and equal sharing were tested by minimizing the energy of two discretized sheets over a 60 nm interval, with both components of the shift free. The starting path was displaced sideways by 0.02 nm, with all strain in one sheet. The relaxed transverse shift was below $10^{-4}$ nm, the strains were opposite to within 1\% of their peak, and the energy ratio was 1.5524 against 1.5523 from \eqref{eq:ratio}. Refining the mesh from 0.4 to 0.2 nm moved the line energies by less than 0.03\%.

At $\nu=0.45$, with $E$ and $V_{\rm SP}$ held fixed, relaxation gave 1.907, as \eqref{eq:ratio} predicts. Using $E$ in place of $C$ would give $\sqrt{2(1+\nu)}=1.70$. Adding a second star with $-0.03$ times the first-star coefficient, at fixed $V_{\rm SP}$, left the ratio at 1.552. The numerical output follows this text.

\section{Mixed walls}

Let the wall normal make an angle $\alpha$ with $\mathbf b$. Its components along $(p,t)$ are $(\cos\alpha,\sin\alpha)$. The modulus is $C$ for the part of $\mathbf s'$ along the normal and $\mu$ for the part across it, so the elastic energy is $\tfrac14\mathbf s'^{T}\mathsf K\mathbf s'$ with
\begin{equation}
K_{pp}=C\cos^2\alpha+\mu\sin^2\alpha,\qquad
K_{pt}=(C-\mu)\sin\alpha\cos\alpha .
\label{eq:mixed}
\end{equation}
At $t=0$ the mirror symmetry of $V$ gives $\partial V/\partial t=0$, but the elastic term leaves a transverse variation $-\tfrac12K_{pt}p''$. This is nonzero along the wall profile unless $K_{pt}=0$. For $C\ne\mu$ the straight path is therefore stationary at pure tensile and pure shear orientation, but not between them. Replacing $K$ by $K_{pp}$ in \eqref{eq:sigma} gives a trial energy, hence an upper bound.

At $\alpha=45^\circ$, $K_{pp}=(C+\mu)/2$ and the straight path costs 1.028 eV/nm. Relaxation lowers this to 1.017 eV/nm, about 1\%, with a largest sideways shift of 0.003 nm.

\section{Bending and the need for a support}

In a tensile wall one sheet is stretched and the other compressed. This pair of forces, separated by the spacing $d$, tends to bend the bilayer. For a small deflection $w(x)$, a tilt $w'$ shifts the facing points by $dw'$. The shift gradient becomes $s'=e_1-e_2+d\kappa$ with $\kappa=w''$. If each sheet has bending rigidity $D$, the elastic energy per area is
\begin{equation}
\frac C4(s'-d\kappa)^2+D\kappa^2 .
\label{eq:bend}
\end{equation}
For a free-standing bilayer whose two sides may tilt, setting the derivative with respect to $\kappa$ to zero gives
\begin{equation}
d\kappa=\frac{C/4}{C/4+D/d^2}\,s'.
\label{eq:kappa}
\end{equation}
Substitution into \eqref{eq:bend} combines the two stiffnesses in series:
\begin{equation}
K_{\rm free}s'^2,\qquad \frac1{K_{\rm free}}=\frac4C+\frac{d^2}{D}.
\label{eq:free}
\end{equation}
With rough values $d=0.335$ nm and $D=1.4$ eV, the coefficient falls from $C/4=540.6$ to 12.2 eV/nm$^2$. By \eqref{eq:scaling} the tensile energy falls by the square root of this ratio, to 0.18 eV/nm.

A straight shear wall gains nothing at this order. Its shift gradient could couple to the twist $\partial_x\partial_yw$, which vanishes for $w(x)$. For straight walls in a bilayer under no tension the tensile-to-shear ratio would then be about 0.23, which reverses the order of the two energies. A tension $T$ adds $\tfrac12Tw'^2$ per area and resists the tilt; the ratio rises to about 0.7 at $T=0.1$ N/m and about 1.25 at $T=1$ N/m, where the order is no longer reversed. Whether a free-standing shear wall stays straight is not examined here. Integrating \eqref{eq:kappa} gives a tilt of about $24^\circ$ across the wall. For bending along one direction the small parameter is $d\kappa$, at most about 0.08 here, so the tilt itself does not spoil \eqref{eq:free}. The wall, however, narrows to about 1.8 nm, only some seven lattice constants, and $D$ is a rough value. The free-standing numbers are therefore estimates; they show that flatness is an essential condition for \eqref{eq:ratio}.

A flat support adds $\tfrac12kw^2$ per area. With the registry profile held fixed, minimizing over $w$ lowers the tensile energy by 0.02\% for $k=600$ eV/nm$^4$, a rough value for one van der Waals contact to a rigid crystal, and by 0.2\% for a contact ten times softer. Letting the profile relax as well could only increase these reductions. The near-inverse dependence on $k$ follows from \eqref{eq:bend}: two integrations by parts turn the coupling into a load $\tfrac12Cds'''$ on $w$. When the support dominates the resistance, $w$ and the energy gain both scale as $1/k$. A real crystal is not rigid: a thick one yields over the width of the wall, with a stiffness proportional to the wave number. With rough elastic constants of hexagonal boron nitride behind the stiffer contact, the reduction is of order 0.5\% for a bilayer lying on the crystal and about half that for one enclosed by it.

\section{Other corrections and real samples}

Cubic elasticity adds $He^3/3$ to the energy of a sheet. For strains $m\pm e$ the total is $C(m^2+e^2)+\tfrac13H(2m^3+6me^2)$. At $m=0$ the cubic parts cancel. To leading order the minimum is at $m=-He^2/C$, and the energy falls by the fraction $(He/C)^2$ of $Ce^2$. With $H=-12500$ eV/nm$^2$, an assumed value on the large side for graphene, this is 0.12\% at the tensile peak. Quartic elasticity enters at the same order in $e$ and is not included.

A rough relative scale for the thermal shift of the line energy is $k_BT/(W\sigma)$, one thermal energy per wall width of length. At 300 K this scale is 0.2\% for the tensile wall and 0.4\% for the shear wall. How far a wall wanders is a different question, set by its free length and by the stiffness $\sigma+d^2\sigma/d\alpha^2$. The scale for lattice discreteness, $(a/W)^2$, is 0.04\% and 0.11\%. These are orders of magnitude, not computed shifts.

The example is meant for bilayer graphene on, or enclosed by, a flat crystal such as hexagonal boron nitride, rotated well away from alignment with the graphene. Near alignment the crystal also exerts in-plane forces that vary with position, which the model leaves out. Real walls in bilayer graphene are roughly 5 to 10 nm wide, depending on how the width is defined. The model gives $W=7.5$ nm for the shear wall and 11.7 nm for the tensile wall. The full widths at half maximum are 6.5 and 10.1 nm for the slope $s'$, and 4.4 and 6.9 nm for the stacking energy, so a comparison with measurement must use the same definition. The value of $V_{\rm SP}$ is uncertain. A 30\% increase raises both line energies by $\sqrt{1.3}-1\simeq14\%$ but leaves their ratio unchanged. The ratio depends on $\nu$ alone, and raising $\nu$ from 0.17 to 0.20 increases it by about 2\%. Among the effects sized here, loss of flatness is by far the largest. In suspended samples the ratio \eqref{eq:ratio} should not be used without treating the deflection.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 0.246 nm
Burgers length b = 0.1420 nm
2D Young modulus E = 2100 eV/nm^2
2D Poisson ratio nu = 0.17
saddle stacking energy V_SP = 0.080 eV/nm^2
stretch modulus C = 2162.5 eV/nm^2
shear modulus mu = 897.4 eV/nm^2
shape factor 3/pi - 1/sqrt(3) = 0.37758
tensile line energy, formula = 1.2217 eV/nm
tensile line energy, relaxed sheets = 1.2217 eV/nm
tensile line energy converted = 195.7 pN
tensile mesh shift, 0.4 to 0.2 nm = 1.45e-04 eV/nm
tensile width, formula = 11.68 nm
tensile width, relaxed sheets = 11.68 nm
tensile peak strain per sheet (u') = 0.608 %
shear line energy, formula = 0.7870 eV/nm
shear line energy, relaxed sheets = 0.7870 eV/nm
shear line energy converted = 126.1 pN
shear mesh shift, 0.4 to 0.2 nm = 2.25e-04 eV/nm
shear width, formula = 7.52 nm
shear width, relaxed sheets = 7.53 nm
shear peak strain per sheet (u') = 0.944 %
energy ratio, formula = 1.5523
energy ratio, relaxed sheets = 1.5524
ratio at nu = 0.45, formula = 1.9069
ratio at nu = 0.45, relaxed = 1.9071
ratio with second harmonic, relaxed = 1.5524
45-degree wall, straight path = 1.0276 eV/nm
45-degree wall, relaxed path = 1.0170 eV/nm
45-degree wall, largest path offset = 0.0030 nm
sheet spacing d = 0.335 nm
bending rigidity per sheet D = 1.4 eV
stiff support = 600 eV/nm^4
tensile energy drop, stiff support = 0.021 %
soft support = 60 eV/nm^4
tensile energy drop, soft support = 0.197 %
flat gradient coefficient C/4 = 540.6 eV/nm^2
free-standing gradient coefficient = 12.19 eV/nm^2
free-standing tensile energy estimate = 0.183 eV/nm
free-standing tensile/shear estimate = 0.233
free-standing tilt estimate = 23.7 degrees
cubic elastic modulus = -12500 eV/nm^2
cubic effect at tensile peak = 0.124 %
thermal energy at 300 K = 0.0259 eV
tensile thermal scale kT/(width*energy) = 0.18 %
tensile discreteness (a/width)^2 = 0.044 %
shear thermal scale kT/(width*energy) = 0.44 %
shear discreteness (a/width)^2 = 0.107 %
\end{verbatim}
